# Electronic Raman selection rules for shallow donors in silicon and germanium, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the light field to a sum over valleys

A shallow donor such as phosphorus binds one electron below the conduction band. The band has several equivalent minima, called valleys: six in silicon, on the cube axes at $\pm k_0$, and four in germanium, at the zone-boundary points L along the $\langle111\rangle$ directions. The lowest hydrogen-like level, 1s, therefore comes in as many orbital states as there are valleys. The donor potential near its core mixes the valleys and splits this group. The lowest member, 1s(A1), has equal amplitudes in all valleys. Light can be scattered inelastically and leave the electron in another member of the group. The problem is to find which member is reached, and with what strength and polarization dependence.

The treatment is a one-electron, mean-field one. Spin-orbit coupling is omitted, so spin is conserved and is not written. The electron charge is $-e$, the free-electron mass is $m_0$, and SI units are used. The incident and scattered light have real unit polarization vectors $\mathbf e_i$ and $\mathbf e_s$. The photon energy $\hbar\omega$ is much larger than the splittings within the 1s group, so $\omega_s\simeq\omega_i=\omega$ in all energy denominators.

### (a) Light scattering at the bottom of a valley

**Find the two-photon amplitude of an electron at a valley minimum, and its limit for slow light. Take into account that the valence bands are full.**

**Solution.** The coupling follows from replacing $\mathbf p$ by $\mathbf p+e\mathbf A$ in the kinetic energy:

$$\frac{(\mathbf p+e\mathbf A)^2}{2m_0}=\frac{p^2}{2m_0}+\frac{e}{m_0}\mathbf A\cdot\mathbf p+\frac{e^2A^2}{2m_0}.$$

Here $\mathbf A$ is taken as uniform, because the wavelength is long. Its relevant part is $\mathcal A_i\mathbf e_i b_i+\mathcal A_s\mathbf e_s b_s^\dagger$, where $b_i$ removes an incident photon, $b_s^\dagger$ creates a scattered one, and $\mathcal A_{i,s}$ are the mode amplitudes. The cross term occurs twice in $A^2$. The last term of the Hamiltonian thus gives the matrix element $(e^2/m_0)\mathcal A_i\mathcal A_s\,\mathbf e_s\cdot\mathbf e_i$ in first order.

The term linear in $\mathbf A$ acts twice. Either the incident photon is absorbed first, or the scattered photon is emitted first. Let $c$ be the conduction-band Bloch state at the minimum, $n$ another band at the same wave vector, $D_n=E_c-E_n$, and $p^a_{cn}$ the matrix element of the $a$ component of $\mathbf p$. Adding both orders gives $(e^2/m_0)\mathcal A_i\mathcal A_s\,\mathbf e_s\cdot T(\omega)\cdot\mathbf e_i$ with

$$T_{ab}(\omega)=\delta_{ab}+\frac1{m_0}\sum_{n\ne c}\left[\frac{p^a_{cn}p^b_{nc}}{D_n+\hbar\omega}+\frac{p^b_{cn}p^a_{nc}}{D_n-\hbar\omega}\right].$$

The term $n=c$ is missing because $\mathbf p_{cc}$ is $m_0$ times the band velocity, which vanishes at a minimum.

For a full valence band $v$, the electron cannot pass through $v$ as an intermediate state. What can happen instead is that a valence electron first moves to the final state $f$ while emitting $\omega_s$, and the donor electron $i$ then fills the hole while absorbing $\omega_i$. The energy denominator of this process is

$$-(E_f-E_v+\hbar\omega_s)=-(E_i-E_v+\hbar\omega_i),$$

where energy conservation, $E_f+\hbar\omega_s=E_i+\hbar\omega_i$, has been used. The operators, acting from right to left, are $c_v^\dagger c_i\,c_f^\dagger c_v$. Moving them past one another gives

$$c_v^\dagger c_i\,c_f^\dagger c_v=-c_f^\dagger c_i\,c_v^\dagger c_v,$$

which equals $-c_f^\dagger c_i$ for a full state $v$. The two minus signs cancel, and the contribution is the one that the simple sum assigns to an empty band. Exchanging the roles of the photons gives the other term in the same way. Full and empty bands therefore enter $T$ alike.

Now compare with the band curvature. At a wave vector displaced by $\boldsymbol\kappa$ from the minimum, the Hamiltonian for the periodic part of the Bloch function acquires the terms $\hbar\boldsymbol\kappa\cdot\mathbf p/m_0+\hbar^2\kappa^2/2m_0$. Second-order perturbation theory gives

$$E_c(\boldsymbol\kappa)=E_c+\frac{\hbar^2\kappa^2}{2m_0}+\frac{\hbar^2}{m_0^2}\sum_{n\ne c}\frac{|\boldsymbol\kappa\cdot\mathbf p_{cn}|^2}{D_n}.$$

The inverse-mass tensor is defined by $(M^{-1})_{ab}=\hbar^{-2}\partial^2E_c/\partial\kappa_a\partial\kappa_b$. Differentiating the quadratic form produces both orders of $a$ and $b$:

$$m_0(M^{-1})_{ab}=\delta_{ab}+\frac1{m_0}\sum_{n\ne c}\frac{p^a_{cn}p^b_{nc}+p^b_{cn}p^a_{nc}}{D_n}=T_{ab}(0).$$

Slow light is thus scattered by the inverse mass. The same result can be read from the band energy: a slow uniform field shifts $\hbar\boldsymbol\kappa$ to $\hbar\boldsymbol\kappa+e\mathbf A$, and the term quadratic in $\mathbf A$ has the curvature as its coefficient.

To see how slow the light must be, note that silicon and germanium have inversion symmetry. Inversion and time reversal each reverse both $\mathbf p$ and the wave vector, so their product keeps both. The product is antiunitary, and with suitable phases of the Bloch states it makes every $p^a_{cn}$ real. The two fractions then combine, because

$$\frac1{D_n+\hbar\omega}+\frac1{D_n-\hbar\omega}=\frac{2}{D_n}\,\frac{D_n^2}{D_n^2-\hbar^2\omega^2}.$$

Each band term is enhanced by the last factor. The inverse mass is a good approximation when $(\hbar\omega/D_n)^2\ll1$ for the bands that contribute appreciably, and it fails near a direct transition at the valley.

### (b) Motion inside the envelope

**A bound electron is not at rest at the minimum: its envelope function contains a spread of wave vectors. Show when this motion can be ignored.**

**Solution.** For light slow compared with the interband energies, the envelope in one valley obeys

$$H=\tfrac12(\mathbf P+e\mathbf A)\cdot M^{-1}\cdot(\mathbf P+e\mathbf A)+U(\mathbf r),$$

where $\mathbf P$ is the envelope momentum and $U$ the donor potential. The term quadratic in $\mathbf A$ gives $e^2\mathcal A_i\mathcal A_s\,\mathbf e_s\cdot M^{-1}\cdot\mathbf e_i$, as in (a). The linear term has the operators $V_s=\mathbf e_s\cdot M^{-1}\cdot\mathbf P$ and $V_i=\mathbf e_i\cdot M^{-1}\cdot\mathbf P$. In second order it adds $e^2\mathcal A_i\mathcal A_sC$. With $|0\rangle$ the 1s envelope, $|\nu\rangle$ the other envelope states and $\epsilon_\nu=E_\nu-E_0$,

$$C=\sum_\nu\left[\frac{\langle0|V_s|\nu\rangle\langle\nu|V_i|0\rangle}{\hbar\omega-\epsilon_\nu}-\frac{\langle0|V_i|\nu\rangle\langle\nu|V_s|0\rangle}{\hbar\omega+\epsilon_\nu}\right].$$

For $\hbar\omega$ large compared with the important $\epsilon_\nu$, the fractions expand as

$$\frac1{\hbar\omega\mp\epsilon_\nu}\simeq\frac1{\hbar\omega}\pm\frac{\epsilon_\nu}{(\hbar\omega)^2}.$$

The terms in $1/\hbar\omega$ sum to $\langle0|[V_s,V_i]|0\rangle/\hbar\omega$, which is zero because components of $\mathbf P$ commute. In the next order, $\epsilon_\nu$ can be written as $H_0-E_0$, with $H_0$ the Hamiltonian without light:

$$C\simeq\frac{\langle0|V_s(H_0-E_0)V_i+V_i(H_0-E_0)V_s|0\rangle}{(\hbar\omega)^2}.$$

Since $(H_0-E_0)|0\rangle=0$, the first product equals $V_s[H_0,V_i]$. Since $\langle0|(H_0-E_0)=0$, the second equals $-[H_0,V_i]V_s$. Together they form $[V_s,[H_0,V_i]]$. The kinetic energy commutes with $V_i$. For the potential, $[U,\mathbf P]=i\hbar\nabla U$, and the outer commutator supplies $-i\hbar$ and a second derivative. Therefore

$$C\simeq\frac{\hbar^2}{(\hbar\omega)^2}\left\langle(\mathbf e_s\cdot M^{-1}\cdot\nabla)(\mathbf e_i\cdot M^{-1}\cdot\nabla)U\right\rangle.$$

For its size, take an isotropic mass $m^*$, parallel polarizations, and $U=-e^2/4\pi\varepsilon r$. The average of $\partial_z^2U$ in the spherical state is one third of $\langle\nabla^2U\rangle$, and $\nabla^2U=(e^2/\varepsilon)\delta(\mathbf r)$. With orbit radius $a_B$, the density at the origin is $1/\pi a_B^3$. The binding energy is $E_b=e^2/8\pi\varepsilon a_B=\hbar^2/2m^*a_B^2$, so $\langle\nabla^2U\rangle=8E_b/a_B^2$ and $\hbar^2/m^*=2E_ba_B^2$. Relative to the leading amplitude $1/m^*$,

$$m^*C\simeq\frac{\hbar^2}{m^*}\,\frac{8E_b}{3a_B^2}\,\frac1{(\hbar\omega)^2}=\frac{16}{3}\left(\frac{E_b}{\hbar\omega}\right)^2.$$

The light must therefore be fast for the bound motion and slow for the interband motion: $E_b\ll\hbar\omega\ll|D_n|$. Shallow donors leave a wide window between these limits. If $\hbar\omega$ approached the donor's own infrared transitions, the denominators in $C$ would become small and the inverse-mass rule would fail.

### (c) A state spread over several valleys

**Write the Raman amplitude from 1s(A1) to another 1s state as a sum over valleys.**

**Solution.** The donor states are

$$\psi_f(\mathbf r)=\sum_{j=1}^{N}a^f_jF_j(\mathbf r)\phi_j(\mathbf r),$$

where $\phi_j$ is the Bloch function at minimum $\mathbf k_j$, $F_j$ the normalized envelope, and $a_j^f$ the valley amplitude. The ground state, labelled 0, has $a_j^0=1/\sqrt N$. The same $F_j$ is used for all members of the 1s group.

A term joining valleys $j$ and $l$ contains the rapidly varying phase $e^{i\mathbf Q\cdot\mathbf r}$ with $\mathbf Q=\mathbf k_j-\mathbf k_l+\mathbf G$, where $\mathbf G$ is a reciprocal-lattice vector supplied by the Bloch functions. For an isotropic envelope of radius $a_B$, the angular average of the phase is $\sin Qr/Qr$, and

$$O(Q)=\frac{4}{a_B^3Q}\,\mathrm{Im}\int_0^\infty r\,e^{-(2/a_B-iQ)r}dr=\frac{4}{a_B^3Q}\,\mathrm{Im}\frac1{(2/a_B-iQ)^2}.$$

The imaginary part is $(4Q/a_B)/(4/a_B^2+Q^2)^2$, which gives

$$O(Q)=\left[1+\left(\frac{Qa_B}{2}\right)^2\right]^{-2}.$$

This factor is small when the orbit is wide compared with $1/Q$. Neglecting it leaves the scattering operator diagonal in the valley index. With the dimensionless tensor $K_j=m_0M_j^{-1}$,

$$R_f=\sum_j a_j^{f*}a_j^0\,g_j,\qquad g_j=\mathbf e_s\cdot K_j\cdot\mathbf e_i.$$

Each valley scatters with its own mass, and the final state selects a particular superposition of these contributions. The photon momentum has been neglected as well. Its effect on an envelope is the same factor $O$, with $Q$ replaced by the momentum transfer of the light divided by $\hbar$, which is far smaller than the valley separation.

### (d) From amplitude to cross-section

**Convert $R_f$ into a differential cross-section inside the crystal.**

**Solution.** In a volume $\mathcal V$ of refractive index $n$, with dispersion neglected, the mode amplitude is $\mathcal A=\sqrt{\hbar/2\varepsilon_0n^2\omega\mathcal V}$. The squared matrix element is then

$$|W|^2=\frac{e^4}{m_0^2}\,\frac{\hbar^2}{4\varepsilon_0^2n_i^2n_s^2\omega_i\omega_s\mathcal V^2}|R_f|^2.$$

The number of scattered modes per unit energy and solid angle is $\mathcal Vn_s^3\omega_s^2/(8\pi^3\hbar c^3)$ for one polarization. One incident photon represents a flux $c/n_i\mathcal V$. The golden rule multiplies $|W|^2$ by $2\pi/\hbar$ and the mode density. Dividing by the flux gives

$$\frac{d\sigma}{d\Omega}=\frac{e^4}{16\pi^2\varepsilon_0^2m_0^2c^4}\,\frac{n_s\omega_s}{n_i\omega_i}|R_f|^2\simeq r_0^2\frac{\omega_s}{\omega_i}|R_f|^2.$$

Here $r_0=e^2/4\pi\varepsilon_0m_0c^2$ is the classical electron radius, and $n_s\simeq n_i$ because the Raman shift is small. For a degenerate final level, $|R_f|^2$ is replaced by its sum over the level, denoted $S$.

## Second half: which valley pattern the light can reach

From the first half we take the valley amplitudes $a_j^f$, with $a_j^0=1/\sqrt N$ in 1s(A1), and the tensors $K_j=m_0M_j^{-1}$. The Raman amplitude is $R_f=\sum_ja_j^{f*}a_j^0g_j$ with $g_j=\mathbf e_s\cdot K_j\cdot\mathbf e_i$. It holds for $E_b\ll\hbar\omega\ll|D_n|$, where $E_b$ is the binding energy and $D_n$ the interband energy at the valley for any band that contributes appreciably to the sum in (a). The strength $S$ is $|R_f|^2$ summed over a level, and the cross-section is $r_0^2(\omega_s/\omega_i)S$.

### (e) The members of the 1s group

**Find the valley patterns and their energies in both crystals.**

**Solution.** A substitutional donor has the tetrahedral site group $T_d$. Its operations permute the valleys. An operation that leaves one valley in place can at most multiply its nondegenerate Bloch function by a phase. If that function is nonzero at the donor site, which all the operations leave fixed, the phase must be one. The valley functions can then be given phases such that the operations simply permute them.

In silicon, order the valleys as $+x,-x,+y,-y,+z,-z$. The sums of opposite valleys are permuted like $x^2,y^2,z^2$: they contain the invariant A1 and a doublet E. The differences transform like $x,y,z$, which is the triplet T2. Normalized patterns are

$$\begin{aligned}
\mathrm{A1}:&\ (1,1,1,1,1,1)/\sqrt6,\\
\mathrm{E}_\theta:&\ (-1,-1,-1,-1,2,2)/\sqrt{12},\\
\mathrm{E}_\epsilon:&\ (1,1,-1,-1,0,0)/2,\\
\mathrm{T2}_x:&\ (1,-1,0,0,0,0)/\sqrt2,
\end{aligned}$$

and the two partners of $\mathrm{T2}_x$ on the $y$ and $z$ valleys.

In germanium, choose the four valley directions

$$\mathbf n_1=\frac{(1,1,1)}{\sqrt3},\quad \mathbf n_2=\frac{(1,-1,-1)}{\sqrt3},\quad \mathbf n_3=\frac{(-1,1,-1)}{\sqrt3},\quad \mathbf n_4=\frac{(-1,-1,1)}{\sqrt3}.$$

The opposite directions are not further valleys, since opposite L points differ by a reciprocal-lattice vector. Define the signs

$$\sigma^x=(1,1,-1,-1),\quad\sigma^y=(1,-1,1,-1),\quad\sigma^z=(1,-1,-1,1).$$

They are $\sqrt3$ times the components of $\mathbf n_j$, so they transform like a vector. The patterns $\sigma^x/2,\sigma^y/2,\sigma^z/2$ form T2. Together with A1, $(1,1,1,1)/2$, they use up the four states. Germanium has no 1s(E) level.

For the energies, let the donor couple opposite silicon valleys by $-u$ and valleys on different axes by $-v$, with $u,v>0$. Acting with this matrix on the patterns gives

$$E_{A1}=-u-4v,\qquad E_E=-u+2v,\qquad E_{T2}=u.$$

In the E case, the $+x$ row of the pattern $\mathrm E_\epsilon$ has one opposite valley with amplitude of the same sign and two side valleys with the opposite sign. The separations from A1 are $6v$ for E and $2u+4v$ for T2. In germanium, let all pairs be coupled by $-w$. For A1 the other three amplitudes add to three times the first, and $E_{A1}=-3w$. For T2 they add to minus the first, and $E_{T2}=w$. The separation is $4w$.

We have written the Raman amplitude as a sum over valleys, each scattering with its own inverse mass, and found the valley patterns and energies of the 1s group in both crystals. It remains to find which of these levels the light reaches, with what polarization dependence and strength, and how large the neglected effects are.
